Yang's bound on the fermion pair eigenvalue and the state reaching it

In a superconductor a macroscopic number of electrons is bound into pairs that share one pair wave function. The one-particle density matrix cannot show this, since the exclusion principle keeps its eigenvalues between 0 and 1. The condensate appears in the two-particle density matrix, as one eigenvalue that grows with the particle number N. The pairs are made of fermions, however, and each pair blocks orbitals that the others need. With N fermions in M orbitals, how large can that eigenvalue be, and which state makes it largest?

**The pair eigenvalue as an expectation value**

Let a†_i, i = 1…M, create fermions in orthonormal spin orbitals, and let ⟨…⟩ be the average in a pure or mixed state of N ≥ 2 particles. Define, over ordered pairs (i,j),

Γ_{ij,kl} = ⟨a†_k a†_l a_j a_i⟩.   (1)

Its trace is Σ_i ⟨a†_i (Σ_j a†_j a_j) a_i⟩ = N(N−1), because the inner sum counts the N−1 particles left after a_i has acted. For any array g with Σ|g_ij|² = 1 set

B† = Σ g_ij a†_i a†_j,  B = Σ g*_ij a_j a_i.   (2)

Inserting (1) gives

Σ g*_ij Γ_{ij,kl} g_kl = ⟨B†B⟩ ≥ 0.   (3)

The symmetric part of g drops out of (2) by anticommutation, so eigenvectors of Γ with nonzero eigenvalue are antisymmetric. Such a g is a geminal, a two-fermion wave function. The largest eigenvalue λ of Γ is the maximum of (3) over geminals. For a mixed state (3) is a weighted mean of pure-state values, so the supremum of λ over all states is the maximum over g of the top eigenvalue of the operator B†B in the N-particle space.

The scale is set by a single determinant. For two orbitals i ≠ j the geminal g_ij = −g_ji = 1/√2 gives B = √2 a_j a_i and B†B = 2 n_i n_j. Removing different pairs from a determinant leaves orthogonal states, so Γ is diagonal in these geminals and λ = 2. The result to be proved is Yang's bound

λ ≤ Λ(N,M) = N(M − N + 2)/M.   (4)

**Canonical form of the geminal**

Regard g as a matrix with gᵀ = −g, so that g† = −g* and gg† = −gg*. Let e be a unit eigenvector, gg†e = s²e with s > 0, and define f = −ge*/s. Four facts follow. First, g†g = −g*g = (gg†)*, so |ge*|² = (e†gg†e)* = s² and f has unit length. Second, e†f = −(e*)ᵀg e*/s = 0, since zᵀgz = 0 for antisymmetric g. Third, ge* = −sf by definition. Fourth, gf* = −gg*e/s = gg†e/s = se. Now subtract the part of g in this plane, g′ = g − s(efᵀ − feᵀ). Using fᵀe* = 0 and eᵀe* = 1, g′e* = −sf + sf = 0, and likewise g′f* = se − se = 0. Since g′ is antisymmetric, also e†g′ = f†g′ = 0, so g′ is an antisymmetric matrix on the orthogonal complement of e and f, where the construction is repeated. When the remainder vanishes, the leftover dimensions are paired arbitrarily with s = 0. The outcome is

g = Σ_{k=1}^m s_k (e_k f_kᵀ − f_k e_kᵀ),  2Σ s_k² = 1,   (5)

with m the integer part of M/2 and one unpaired orbital left over when M is odd. Let a†_k and a†_k̄ now create the orbitals e_k and f_k, which together form level k, and put b†_k = a†_k a†_k̄ and N_k = b†_k b_k. The two terms of (5) contribute equally to (2), B† = 2Σ s_k b†_k, so

B = √2 P,  P = Σ c_k b_k,  c_k = √2 s_k ≥ 0,  Σ c_k² = 1.   (6)

**Blocks of hard-core pairs**

Both b_k and b†_k give zero on a level that holds one particle, and neither touches the unpaired orbital. Hence P†P leaves fixed the singly occupied orbitals, ν in number, and the occupation η = 0 or 1 of the unpaired orbital. It is block diagonal, and its top eigenvalue is the largest among the blocks. In a block, m′ = m − ν levels are active and hold n′ = (N − ν − η)/2 pairs. Pair operators of different levels commute, being bilinear in fermion operators, so no signs arise in the basis |S⟩ = Π_{k∈S} b†_k |frozen particles⟩, where S is a set of n′ active levels: b_k|S⟩ = |S∖k⟩ for k ∈ S and zero otherwise.

**Two inequalities**

Take first n ≥ 1 pairs on m levels with Σc² = 1, and a normalized state Σ ψ_S|S⟩. Collecting the amplitude of each set T of n−1 levels,

‖Pψ‖² = Σ_T | Σ_{k∉T} c_k ψ_{T∪k} |².   (7)

Define the geminal weight on the occupied levels,

w_S = Σ_{k∈S} c_k²,  w = Σ_S |ψ_S|² w_S.   (8)

The Cauchy–Schwarz inequality applies to the inner sum of (7) in two ways. Splitting each term as c_k times ψ_{T∪k} gives the upper estimate (1 − w_T) Σ_{k∉T}|ψ_{T∪k}|². Each pair (T, k∉T) corresponds to one pair (S = T∪k, k∈S), with w_T = w_S − c_k². Therefore

‖Pψ‖² ≤ Σ_S |ψ_S|² Σ_{k∈S} (1 − w_S + c_k²) = Σ_S |ψ_S|² (n − n w_S + w_S) = n − (n−1) w.   (9)

Splitting each term instead as 1 times c_kψ_{T∪k}, with m−n+1 terms in the sum, gives

‖Pψ‖² ≤ (m−n+1) Σ_S |ψ_S|² Σ_{k∈S} c_k² = (m−n+1) w.   (10)

Inequality (10) says that a pair can be removed strongly only if the occupied levels carry geminal weight. Inequality (9) is Pauli blocking: the weight that lies on levels held by the other n−1 pairs is unavailable. One estimate rises with w and the other falls. Multiply (9) by (m−n+1)/m and (10) by (n−1)/m. The two factors are non-negative and add to 1, and the terms in w, ∓(n−1)(m−n+1)w/m, cancel:

‖Pψ‖² ≤ n(m−n+1)/m.   (11)

With the factor 2 from (6), 2n(m−n+1)/m = N(M−N+2)/M for N = 2n and M = 2m.

A small case shows the mechanism. For m = 4, n = 2 and c² = (0.4, 0.3, 0.2, 0.1), numerical diagonalization of the 6×6 matrix P†P gives the top eigenvalue 1.4451, and its eigenvector has w = 0.5376. Then (9) gives 2 − 0.5376 = 1.4624 and (10) gives 3 × 0.53757 = 1.6127. The mean with weights 3/4 and 1/4 is 1.5, the right side of (11). Estimate (10) by itself lies above 1.5 here, and for w below n/m = 0.5 it is (9) that would.

**Comparison of the blocks**

Put x = N − 2 and y = M − N, so that x + y + 2 = M. Expanding N(M−N+2) = (x+2)(y+2) = xy + 2(x+y+2) gives

Λ = h(x,y) = 2 + xy/(x+y+2),  ∂h/∂x = y(y+2)/(x+y+2)²,   (12)

and ∂h/∂y follows by exchanging x and y. For x, y ≥ 0 the function h never decreases in either argument, and it increases strictly in one argument when the other is positive. In a block the active levels carry weight W ≤ 1. If W = 0 or n′ = 0, then P vanishes on the block, and the value 0 lies below Λ ≥ 2. Otherwise rescale c by 1/√W and apply (11): ⟨B†B⟩ ≤ W h(x′,y′) with x′ = 2n′ − 2 ≥ 0 and y′ = 2m′ − 2n′ ≥ 0. Inserting n′ and m′,

M even: x′ = x − ν, y′ = y − ν;
M odd: x′ = x − ν − η, y′ = y − ν − (1 − η).   (13)

In each block x′ ≤ x and y′ ≤ y, so every block obeys ⟨B†B⟩ ≤ h(x,y). This proves (4) for all M and all N ≥ 2, for pure and mixed states.

**The saturating state**

Let N = 2n and M = 2m. With S₊ = Σ_k b†_k and S₋ = S₊†, the properties (b†_k)² = 0 and commutation give S₊ⁿ|0⟩ = n! Σ_S |S⟩, each set arising from n! orderings. The squared norm is n!² C(m,n), with C the binomial coefficient. The normalized uniform geminal power is

|Ψ⟩ = S₊ⁿ|0⟩ / (n! √C(m,n)),  ψ_S = A = C(m,n)^(−1/2).   (14)

With c_k = 1/√m each inner sum of (7) equals (m−n+1)A/√m, and there are C(m,n−1) = C(m,n) n/(m−n+1) sets T, so

‖PΨ‖² = [n/(m−n+1)] (m−n+1)²/m = n(m−n+1)/m.   (15)

Thus λ = Λ for Ψ. In basis-free terms, s_k² = 1/M in (5) means gg† = 1/M times the unit matrix, and Ψ ∝ (B†)ⁿ|0⟩ for any such g. The one-particle density matrix carries no sign of the pairing scheme: a†_p a_q with p ≠ q either breaks a pair or gives zero on a fully paired state, and each level is occupied with probability n/m, so that matrix is N/M times the unit matrix.

When N or M is odd, parity forbids some blocks in (13), since N − ν − η must be even. For N even and M odd the blocks are η = 0 with ν even and η = 1 with ν odd, and all lie at or below (x, y−1) in both arguments. For N and M both odd they are η = 1 with ν even and η = 0 with ν odd, all at or below (x−1, y). For N odd and M even, ν is odd and the highest block is (x−1, y−1). Each highest block is reached by the state (14) on the active levels, with c = 0 on a blocked level so that W = 1. The suprema of λ for N ≥ 3 are therefore

Λ(N, M−1) for N even, M odd;  Λ(N−1, M−1) for both odd;  Λ(N−1, M−2) for N odd, M even.   (16)

For 2 < N < M both x and y are positive, and (12) puts these strictly below Λ(N,M). For N = 5, M = 8 the supremum is Λ(4,6) = 2.667, while (4) allows 3.125. The bound (4) is a value attained for even N and even M, and in the odd cases with 2 < N < M it is an upper estimate that no state reaches.

**Uniqueness**

Let 2 ≤ n ≤ m−1, so x, y > 0, and suppose a pure state has ⟨B†B⟩ = Λ for some g. It is then a top eigenvector of B†B. Blocks with ν ≥ 2 lie strictly lower by (12) and (13), so the state is fully paired. Both weights used in (11) are positive, so (9) and (10) must be equalities for every T. Equality in (10) requires the terms to be equal, and equality in (9) requires the two vectors to be parallel:

c_k ψ_{T∪k} = a_T for all k ∉ T,   (17)
ψ_{T∪k} = β_T c_k for all k ∉ T, provided c is not zero on all levels outside T.   (18)

Since ‖Pψ‖ > 0, some T has a_T ≠ 0. For such a T, (17) makes c_k and ψ_{T∪k} nonzero for all k ∉ T, and (17) with (18) gives β_T c_k² = a_T, so c_k takes one value c̄ > 0 outside T. It remains to treat j ∈ T. Fix k ∉ T and S = T∪k, so ψ_S ≠ 0, and choose a level l ∉ S, which exists because n ≤ m−1 and has c_l = c̄. Let T′ = S∖j. Both j and l lie outside T′, so (18) applies and ψ_S = β_{T′} c_j forces c_j ≠ 0. Then a_{T′} = c_jψ_S ≠ 0, so c is constant outside T′ and c_j = c_l = c̄. All c_k equal 1/√m. Now (17) says that ψ_{T∪k} does not depend on k, for every T, so two sets differing by one level have the same amplitude. Any two sets of n levels are joined by a chain of such exchanges, so ψ_S is constant and the state is (14). In a mixed state every component must reach Λ with the same g, which makes each of them the same Ψ.

At the two ends the argument fails or becomes empty. For N = 2 the weight of (10) vanishes and c is unrestricted: every pure two-particle state is B†|0⟩/√2 for some g, and B returns √2|0⟩, so λ = 2 = Λ. For N = M the space holds one state, the filled determinant, again with λ = Λ = 2.

**The rest of the spectrum**

For any fully paired state ψ, the vector a_j a_i ψ with i in level k and j in another level l has the two partner orbitals singly occupied. Vectors for different unordered pairs {i,j} differ in their singly occupied orbitals, so they are orthogonal to each other and to every b_kψ, and their squared norm is ⟨N_kN_l⟩. With the factor 2 from B = √2 a_j a_i, the nonzero part of Γ consists of the eigenvalues 2⟨N_kN_l⟩ ≤ 2, four for each pair of levels, and the m×m pair block 2R with R_kl = ⟨b†_l b_k⟩. For Ψ these averages are counts of sets divided by C(m,n):

⟨N_k⟩ = n/m,  ⟨N_kN_l⟩ = C(m−2,n−2)/C(m,n) = n(n−1)/(m(m−1)),
R_kl = C(m−2,n−1)/C(m,n) = γ ≡ n(m−n)/(m(m−1))  (k ≠ l).   (19)

The last count takes sets that contain k and not l. So R is (n/m − γ) times the unit matrix plus γ times the matrix of ones, with n/m − γ = n(n−1)/(m(m−1)). The uniform vector c⁰ = (1,…,1)/√m lies above the other m−1 eigenvectors of R by

mγ = n(m−n)/(m−1).   (20)

The lower eigenvalue of 2R coincides with 2⟨N_kN_l⟩. Apart from Λ, every antisymmetric eigenvector of Γ has the eigenvalue

μ = 2N(N−2)/(M(M−2)),   (21)

with multiplicity (m−1) + 4C(m,2) = C(M,2) − 1. For N = 4, M = 8 this gives Λ = 3 and μ = 1/3 taken 27 times, adding to N(N−1) = 12.

From (4), Λ/N = 1 − N/M + 2/M. At fixed N and M → ∞ blocking disappears and Λ → N. At fixed filling and large size Λ/N → 1 − N/M; at half filling the ratio is 0.5833 for M = 24 and 0.5008 for M = 2400, with limit 1/2. Bosons all in one orbital have ⟨a†a†aa⟩ = N(N−1), the whole trace. A fermion pair condensate holds a fraction Λ/(N(N−1)) ≤ 1/(N−1) of the trace at most.

**Unfixed particle number and the BCS state**

The operators in (1) conserve N, so for a state with probabilities p_N the matrix Γ is the p_N-weighted sum of fixed-N matrices. Since Γ = 0 for N = 0, 1 and Λ ≥ 0 there, λ ≤ Σ p_N Λ(N,M). Λ is quadratic in N with leading term −N²/M, and the mean of N² is N̄² + Var N, so

λ ≤ Λ(N̄, M) − Var N / M.   (22)

The uniform BCS state Π_k (u + v b†_k)|0⟩, with real u² + v² = 1, has amplitude u^(m−n) vⁿ on every set of n levels. Each fixed-N component is the state (14) with the same g, so (22) is an equality. Directly, the levels are independent: R_kk = v² and R_kl = (uv)², so the uniform vector has eigenvalue 2[v² + (m−1)u²v²] and all other nonzero eigenvalues are 2v⁴. With N̄ = 2mv² and Var N = 4mu²v² this is Λ(N̄) − 2u²v², as (22) states. For m = 12 and v² = 1/2, N̄ = 12 and Var N = 12, so λ = 7 − 12/24 = 6.5. For v² = 1/3, N̄ = 8 and Var N = 10.667, so λ = 6 − 10.667/24 = 5.556. The shortfall 2u²v² ≤ 1/2 does not grow with m, while Λ at fixed filling does. This closeness to the bound belongs to the uniform state, in which all levels are equally paired. With level-dependent real u_k, v_k the same independence of the levels gives R_kl = v_k⁴ δ_kl + F_kF_l with F_k = u_kv_k, so λ ≈ 2ΣF_k² once that sum is large. For the BCS form F_k = Δ/(2√(ε_k² + Δ²)), with m levels spread evenly from −E_F to E_F about the Fermi level (N̄ = m) and Δ ≪ E_F, the sum is mπΔ/(8E_F), so λ/N̄ ≈ πΔ/(4E_F) against Λ/N̄ ≈ 1/2. In such a weakly paired state λ still grows in proportion to N̄, but it lies below the bound by a factor of order Δ/E_F.

**The pairing Hamiltonian near the degenerate limit**

On fully paired states consider

H = Σ_k 2ε_k N_k − G S₊S₋,  G > 0.   (23)

For equal ε_k = 0, H = −Gm P₀†P₀ with P₀ = S₋/√m. By (11) and (15) the ground state is Ψ, unique for 2 ≤ n ≤ m−1, with

E₀ = −G n(m−n+1).   (24)

For 2 ≤ n ≤ m−1 unequal level energies lower λ, and the leading effect can be found in closed form. For a real vector δ with Σδ_k = 0 let δ(S) = Σ_{k∈S} δ_k, and let χ_δ have amplitudes Aδ(S). Since Σ_{k∉T} δ_k = −δ(T),

(S₋χ_δ)_T = A Σ_{k∉T} [δ(T) + δ_k] = A(m−n+1−1) δ(T) = A(m−n) δ(T).

Acting on amplitudes δ(T), S₊ gives at S the sum Σ_{k∈S}[δ(S) − δ_k] = (n−1)δ(S). So χ_δ is an eigenvector of S₊S₋ with eigenvalue (n−1)(m−n), which lies below n(m−n+1) by m. It is orthogonal to Ψ, because the mean of δ(S) is (n/m)Σδ_k = 0. Using (19) and Σ_{k≠l} δ_kξ_l = −δ·ξ for two such vectors,

⟨χ_δ|χ_ξ⟩ = (⟨N_k⟩ − ⟨N_kN_l⟩) δ·ξ = γ δ·ξ.   (25)

The first term of (23) acts on Ψ as a constant plus χ with δ_k = 2(ε_k − ε̄), ε̄ being the mean level energy. The excitation energy of χ is Gm, so first-order perturbation theory gives

ψ = Ψ + χ_ξ + …,  ξ_k = −2(ε_k − ε̄)/(Gm),  κ² = γ|ξ|² = 4γ Σ(ε_k − ε̄)²/(Gm)².   (26)

Now λ/2 is the top eigenvalue of R = R⁰ + δR, given to second order by c⁰ᵀRc⁰ plus the squared coupling to the other eigenvectors divided by the gap (20). The first piece is ⟨P₀†P₀⟩. The admixed weight κ² sits in an eigenvector of P₀†P₀ lower by m/m = 1, and all further corrections are of third or higher order in the level energies, so c⁰ᵀRc⁰ = Λ/2 − κ² to second order. For the coupling take a unit δ orthogonal to c⁰ and D = Σδ_k b_k. To first order

δᵀδR c⁰ = ⟨χ_ξ| D†P₀ + P₀†D |Ψ⟩.

P₀Ψ has amplitude A(m−n+1)/√m on every T, and D† turns this into (m−n+1)χ_δ/√m. DΨ has amplitude −Aδ(T), and P₀† turns this into −(n−1)χ_δ/√m. The sum, with (25), is (m−2n+2)γ δ·ξ/√m. The coupling vector is thus (m−2n+2)γ ξ/√m, and its square divided by mγ is κ²(m−2n+2)²/m². Using m² − (m−2n+2)² = (2n−2)(2m−2n+2),

Λ − λ ≈ 2κ²[1 − (m−2n+2)²/m²] = 8κ² (n−1)(m−n+1)/m².   (27)

This is leading order in κ². It vanishes for n = 1, in agreement with λ = 2 for every two-particle state. For equally spaced levels, reversing their order changes the sign of the spacing d and leaves λ unchanged, so λ is even in d and the correction to (27) is of relative order (d/G)².

**Worked example**

Take round model parameters: m = 12 and n = 6, so M = 24 and N = 12; ε_k = d(k − 13/2); G = 0.001 hartree (27.2 meV). The bound is Λ = 12 × 14/24 = 7, out of a trace of 12 × 11 = 132. The Hamiltonian (23) is diagonalized numerically in the C(12,6) = 924 fully paired configurations, R is formed from the lowest eigenvector, and 2R is diagonalized. Each λ below exceeds 2 and so belongs to the pair block, since the remaining eigenvalues are at most 2.

d (hartree) | E₀ (hartree) | λ | |⟨Ψ|ψ⟩|²
0.0040 | −0.15142 | 2.227 | 0.009
0.0020 | −0.08232 | 3.351 | 0.071
0.0010 | −0.05404 | 5.397 | 0.393
0.0005 | −0.04518 | 6.512 | 0.771
0.0001 | −0.04213 | 6.979 | 0.989
0 | −0.04200 | 7.000 | 1.000

At d = 0, (24) gives E₀ = −0.001 × 6 × 7 = −0.042 hartree (−1.143 eV). The state χ lies Gm = 0.012 hartree higher, every c_k is 1/√12 = 0.2887, and (21) gives μ = 2 × 12 × 10/(24 × 22) = 0.4545. At the other end, G = 0 with d > 0 fills the six lowest levels, a determinant with λ = 2, and the row d = 4G, with λ = 2.227, is near that value. The components of the top eigenvector of R range from 0.050 to 0.556 at d = 4G, from 0.200 to 0.336 at d = G, and from 0.284 to 0.292 at d = G/10. At d = G the squared overlap with Ψ has fallen to 0.39 while λ is still 0.77 of the bound.

For (27), Σ(k − 13/2)² = m(m²−1)/12 = 143 and γ = 36/132. At d = G/10,

κ² = 4 × (36/132) × 143 × (0.1)²/144 = 0.010833,
Λ − λ ≈ 8 × 0.010833 × 5 × 7/144 = 0.021065.

The diagonalization gives Λ − λ = 0.020998, so the leading-order value is high by about 0.3% of the diagonalization result, and the lost overlap 1 − 0.9892 = 0.0108 matches κ². At d = G/100 formula (27) is a hundred times smaller, 2.10648 × 10⁻⁴, and the diagonalization gives 2.10641 × 10⁻⁴. At half filling the bracket in (27) is 1 − 4/m², which is 35/36 for m = 12, so here readjusting the geminal recovers little of the loss. For m = 8, n = 2 the bracket is 28/64 and the readjustment recovers more than half; there Σ(k − 9/2)² = 42 and γ = 12/56, and at d = G/100 formula (27) gives 4.92188 × 10⁻⁵ against 4.92185 × 10⁻⁵ from diagonalization.

Numbers in the example were calculated in double precision.
